# Conducting End Plates and Non-Ambipolar Cross-Field Plasma Loss: a numerical check

```python
"""Simon short-circuit transport between conducting end plates.

Result under test, for density n0 + n1*cos(k*x) and field B along z:
    D_star = D_i - mu_i*(D_i - D_e)/(mu_i + mu_e + G)
    G = nu_end/(k**2*Te),  nu_end = 2*h*u_B/L
D_i, D_e, mu_i, mu_e: cross-field diffusion coefficients and mobilities.
Te, Ti: temperatures in volts; u_B: Bohm speed; L: plate separation.
h: sheath-edge density divided by line-averaged density.
D_star: ion flux divided by minus the density gradient.
Insulating plates remove G and give locally ambipolar transport.
SI units are used internally, with temperatures expressed in volts.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

q = const.e
m_e = const.m_e
m_i = 40 * const.atomic_mass
Te, Ti = 3.0, 0.05
B = 0.1
pressure_mtorr = 5.0
gas_temperature = 300.0
n0 = 1e16
L = 0.10
wavelength = 0.20
k = 2 * np.pi / wavelength
h = 0.25
source_ripple = 0.10
sigma_i = 1e-18
electron_rate = 1e-13

pressure = pressure_mtorr * 1e-3 * const.torr
n_gas = pressure / (const.k * gas_temperature)
v_i = np.sqrt(8 * q * Ti / (np.pi * m_i))
v_e = np.sqrt(8 * q * Te / (np.pi * m_e))
nu_i = n_gas * sigma_i * v_i
nu_e = n_gas * electron_rate
u_B = np.sqrt(q * Te / m_i)
nu_end = 2 * h * u_B / L
G = nu_end / (k**2 * Te)
Lambda = np.log(v_e / (4 * u_B))


def mobilities(field, ion_frequency=nu_i):
    ion = q / (m_i * ion_frequency)
    electron = q / (m_e * nu_e)
    ion /= 1 + (q * field / (m_i * ion_frequency))**2
    electron /= 1 + (q * field / (m_e * nu_e))**2
    return ion, electron


def ion_coefficient(mu_ion, mu_electron, conductance):
    difference = Ti * mu_ion - Te * mu_electron
    total = mu_ion + mu_electron + conductance
    return Ti * mu_ion - mu_ion * difference / total


mu_i, mu_e = mobilities(B)
D_i, D_e = Ti * mu_i, Te * mu_e
M = mu_i + mu_e
D_a = (mu_i * D_e + mu_e * D_i) / M
D_star = ion_coefficient(mu_i, mu_e, G)
phi_ratio = -(D_i - D_e) / (M + G)
D_electron_star = D_e - mu_e * phi_ratio

# Cross-field ion diffusion from the velocity correlation integral.
omega_i = q * B / m_i
integral = quad(lambda t: np.exp(-t) * np.cos(omega_i * t / nu_i),
                0, 40, epsabs=1e-11, limit=200)[0]
assert np.isclose(q * Ti / (m_i * nu_i) * integral, D_i, rtol=1e-8)

# Cross-field mobilities from the two-component force balance.
for mass, frequency, expected in [(m_i, nu_i, mu_i), (m_e, nu_e, mu_e)]:
    omega = q * B / mass
    matrix = np.array([[frequency, -omega], [omega, frequency]])
    velocity = np.linalg.solve(matrix, np.array([q / mass, 0.0]))
    assert np.isclose(velocity[0], expected, rtol=1e-9)

# Electron flux over the floating sheath barrier, by velocity quadrature.
cutoff = np.sqrt(2 * Lambda)
barrier_flux = quad(lambda v: v * np.exp(-v*v/2) / np.sqrt(2*np.pi),
                    cutoff, 20, epsabs=1e-13)[0]
barrier_flux *= np.sqrt(q * Te / m_e)
assert np.isclose(barrier_flux, u_B, rtol=1e-8)

# Space charge just inside the sheath changes sign at the Bohm speed.
drop = 1e-3
for mach, expected_sign in [(0.9, -1), (1.1, 1)]:
    charge = (1 + 2 * drop / mach**2)**-0.5 - np.exp(-drop)
    assert np.sign(charge) == expected_sign

# Fourier derivative matrix for an odd periodic grid.
points = 21
angle = 2 * np.pi * np.arange(points) / points
index = np.arange(points)
separation = index[:, None] - index[None, :]
derivative = np.zeros((points, points))
off_diagonal = separation != 0
derivative[off_diagonal] = (
    0.5 * (-1.0)**separation[off_diagonal]
    / np.sin(np.pi * separation[off_diagonal] / points))


def solve_two_fluid(mobility_pair, ripple, plate_ratio, temperature_ripple=0):
    """Solve the nonlinear balances; return normalized first harmonics.

    plate_ratio is plate sheet conductance times k**2 divided by
    the sheath conductance per plate area.
    """
    mui, mue = mobility_pair
    temperature = 1 + temperature_ripple * np.cos(angle)
    source = 1 + ripple * np.cos(angle)

    def fields(state):
        density, potential, plate = state.reshape(3, points)
        slope = derivative @ potential
        ion_flux = -mui * (Ti * (derivative @ density)
                           + Te * density * slope)
        electron_flux = -mue * Te * (
            derivative @ (density * temperature) - density * slope)
        barrier = (Lambda + potential - plate) / temperature - Lambda
        ion_end = density * np.sqrt(temperature)
        electron_end = ion_end * np.exp(-barrier)
        return density, plate, ion_flux, electron_flux, ion_end, electron_end

    def residual(state):
        density, plate, fi, fe, end_i, end_e = fields(state)
        ion = k**2 / nu_end * (derivative @ fi) - source + end_i
        electron = k**2 / nu_end * (derivative @ fe) - source + end_e
        plate_balance = end_i - end_e
        plate_balance = plate_balance + plate_ratio * (
            derivative @ (derivative @ plate))
        plate_balance = plate_balance / (1 + plate_ratio) + np.mean(plate)
        return np.concatenate([ion, electron, plate_balance])

    state = np.concatenate([np.ones(points), np.zeros(2 * points)])
    for _ in range(15):
        value = residual(state)
        jacobian = np.empty((3 * points, 3 * points))
        for column in range(3 * points):
            shifted = state.astype(complex)
            shifted[column] += 1e-30j
            jacobian[:, column] = residual(shifted).imag / 1e-30
        change = np.linalg.solve(jacobian, -value)
        state = state + change
        if np.max(np.abs(change)) < 1e-11:
            break
    assert np.max(np.abs(residual(state))) < 1e-9
    density, _, fi, fe, end_i, end_e = fields(state)
    n_harmonic = 2 * np.mean(density * np.cos(angle))
    ion = 2 * np.mean(fi * np.sin(angle)) / n_harmonic
    electron = 2 * np.mean(fe * np.sin(angle)) / n_harmonic
    current = 2 * np.mean((end_i - end_e) * np.cos(angle)) / n_harmonic
    return ion, electron, current, n_harmonic


pair = (mu_i, mu_e)
small = 1e-3
insulating = solve_two_fluid(pair, small, 0.0)
resistive = solve_two_fluid(pair, small, 1.0)
conducting = solve_two_fluid(pair, small, 1e7)
assert np.isclose(insulating[0], D_a, rtol=2e-4)
assert np.isclose(insulating[1], D_a, rtol=2e-4)
D_resistive = ion_coefficient(mu_i, mu_e, G / 2)
assert np.isclose(resistive[0], D_resistive, rtol=2e-4)
assert np.isclose(conducting[0], D_star, rtol=2e-4)
assert np.isclose(conducting[1], D_electron_star, rtol=2e-4)
assert np.isclose(conducting[2], phi_ratio / Te, rtol=2e-4)
mismatch = (D_i - D_e) * G / (M + G)
assert np.isclose(conducting[0] - conducting[1], mismatch, rtol=2e-4)
n_ratio_small = small / (1 + k**2 * D_star / nu_end)
assert np.isclose(conducting[3], n_ratio_small, rtol=2e-4)

# The sign of the change reverses below the equal-diffusion field.


def diffusion_difference(field):
    ion, electron = mobilities(field)
    return Ti * ion - Te * electron


B_cross = brentq(diffusion_difference, 1e-3, B)
weak_pair = mobilities(B_cross / 2)
weak_open = solve_two_fluid(weak_pair, small, 0.0)[0]
weak_short = solve_two_fluid(weak_pair, small, 1e7)[0]
assert weak_short < weak_open
assert np.isclose(weak_short, ion_coefficient(*weak_pair, G), rtol=2e-4)

# Search for a violation of the bound on extra cross-field loss.
rng = np.random.default_rng(4)
for _ in range(1000):
    trial_i, trial_e, trial_G = 10**rng.uniform(-4, 3, 3)
    if Ti * trial_i > Te * trial_e:
        extra = ion_coefficient(trial_i, trial_e, trial_G)
        extra -= ion_coefficient(trial_i, trial_e, 0.0)
        assert extra / (Te * trial_G) < Ti / Te

# Resolve the potential along B with finite parallel electron mobility.
cells = 300
dz = L / (2 * cells)
mu_parallel = q / (m_e * nu_e)
axial = np.eye(cells) * k**2 * M
link = mu_parallel / dz**2
for cell in range(cells - 1):
    axial[cell, cell] += link
    axial[cell + 1, cell + 1] += link
    axial[cell, cell + 1] -= link
    axial[cell + 1, cell] -= link
axial[-1, -1] += 1 / (
    dz * (dz / (2 * mu_parallel) + Te / (h * u_B)))
axial_phi = np.linalg.solve(axial, -k**2 * (D_i - D_e) * np.ones(cells))
D_axial = D_i + mu_i * np.mean(axial_phi)
assert np.isclose(D_axial, D_star, rtol=0.01)

# Temperature ripple whose sheath field doubles the ion flux.
temperature_ratio = D_star * (M + G) / (mu_i * Lambda * Te * G)
thermal = solve_two_fluid(
    pair, small, 1e7, temperature_ratio * n_ratio_small)
assert np.isclose(thermal[0], 2 * D_star, rtol=0.02)

# Worked example and sizes of neglected effects.
n_ratio = source_ripple / (1 + k**2 * D_star / nu_end)
ion_flux = k * D_star * n0 * n_ratio
electron_flux = k * D_electron_star * n0 * n_ratio
phi_1 = phi_ratio * n_ratio
plate_current = q * h * n0 * u_B * phi_1 / Te
sheath_conductance = q * h * n0 * u_B / Te
critical_resistance = k**2 / sheath_conductance
finite = solve_two_fluid(pair, source_ripple, 1e7)
axial_speed = nu_end * L / 4
nu_i_drag = n_gas * sigma_i * np.hypot(v_i, axial_speed) + nu_end
D_drag = ion_coefficient(*mobilities(B, nu_i_drag), G)
rho_i = np.sqrt(q * Ti / m_i) / omega_i
debye = np.sqrt(const.epsilon_0 * Te / (q * n0))
log_coulomb = np.log(12 * np.pi * n0 * debye**3)
nu_ei = (4 * np.sqrt(2 * np.pi) * n0 * q**4 * log_coulomb
         / (3 * (4 * np.pi * const.epsilon_0)**2
            * np.sqrt(m_e) * (q * Te)**1.5))
D_bohm = Te / (16 * B)


def show(label, value, unit):
    print(f"{label}: {value:.5g} {unit}")


show("Gas pressure", pressure_mtorr, "mTorr")
show("Gas temperature", gas_temperature, "K")
show("Magnetic field", B * 1e4, "G")
show("Electron temperature", Te, "eV")
show("Ion temperature", Ti, "eV")
show("Ion mass", m_i / const.atomic_mass, "u")
show("Mean plasma density", n0 / 1e6, "cm^-3")
show("Plate separation", L * 100, "cm")
show("Ripple wavelength", wavelength * 100, "cm")
show("Source ripple", source_ripple * 100, "%")
show("Edge-to-mean density ratio h", h, "(dimensionless)")
show("Ion collision cross-section", sigma_i * 1e4, "cm^2")
show("Electron collision rate coefficient", electron_rate * 1e6, "cm^3/s")
show("Gas density", n_gas / 1e6, "cm^-3")
show("Ion collision frequency", nu_i, "s^-1")
show("Electron collision frequency", nu_e, "s^-1")
show("Ion gyrofrequency/collision frequency", omega_i / nu_i, "(ratio)")
show("Electron gyrofrequency/collision frequency",
     q * B / (m_e * nu_e), "(ratio)")
show("Bohm speed", u_B * 100, "cm/s")
show("Floating sheath drop", Lambda * Te, "V")
show("End-loss rate", nu_end, "s^-1")
show("Cross-field ion mobility", mu_i * 1e4, "cm^2/(V s)")
show("Cross-field electron mobility", mu_e * 1e4, "cm^2/(V s)")
show("Sheath conductance parameter G", G * 1e4, "cm^2/(V s)")
show("Ion diffusion coefficient D_i", D_i * 1e4, "cm^2/s")
show("Electron diffusion coefficient D_e", D_e * 1e4, "cm^2/s")
show("Insulating-plate coefficient D_a", D_a * 1e4, "cm^2/s")
show("Conducting-plate ion coefficient D*", D_star * 1e4, "cm^2/s")
show("Conducting-plate electron coefficient",
     D_electron_star * 1e4, "cm^2/s")
show("Nonlinear small-ripple ion coefficient", conducting[0] * 1e4, "cm^2/s")
show("D*/D_a", D_star / D_a, "(ratio)")
show("Short-circuit fraction G/(M+G)", G / (M + G), "(ratio)")
show("Density ripple", n_ratio * 100, "%")
show("Peak cross-field ion flux", ion_flux / 1e4, "cm^-2 s^-1")
show("Peak cross-field electron flux", electron_flux / 1e4, "cm^-2 s^-1")
show("Ion/electron flux", ion_flux / electron_flux, "(ratio)")
show("Potential ripple at density peak", phi_1 * 1e3, "mV")
show("Plate current ripple at density peak", plate_current * 100, "uA/cm^2")
show("Sheet resistance for r=1", critical_resistance, "ohm/square")
show("Ion coefficient at r=1", D_resistive * 1e4, "cm^2/s")
show("Equal-diffusion magnetic field", B_cross * 1e4, "G")
show("Half-crossover insulating coefficient", weak_open * 1e4, "cm^2/s")
show("Half-crossover conducting coefficient", weak_short * 1e4, "cm^2/s")
show("Cross-field/end-loss rate", k**2 * D_star / nu_end * 100, "%")
show("Extra cross-field/end-loss rate",
     k**2 * (D_star - D_a) / nu_end * 100, "%")
show("Upper bound Ti/Te on extra loss", Ti / Te * 100, "%")
show("Change from parallel resistance", (D_axial/D_star - 1)*100, "%")
show("Change from finite ripple", (finite[0]/D_star - 1)*100, "%")
show("D* with added ion drag", D_drag * 1e4, "cm^2/s")
show("Ion gyroradius", rho_i * 1e3, "mm")
show("k times ion gyroradius", k * rho_i, "(dimensionless)")
show("Coulomb/neutral electron collision rate", nu_ei / nu_e * 100, "%")
show("Bohm diffusion scale", D_bohm * 1e4, "cm^2/s")
show("Bohm scale/D*", D_bohm / D_star, "(ratio)")
show("Flux-doubling relative Te/density ripple", temperature_ratio, "(ratio)")
show("Flux-doubling Te ripple", temperature_ratio*n_ratio*Te*1e3, "meV")
print("checks complete")
```

Output:

```
Gas pressure: 5 mTorr
Gas temperature: 300 K
Magnetic field: 1000 G
Electron temperature: 3 eV
Ion temperature: 0.05 eV
Ion mass: 40 u
Mean plasma density: 1e+10 cm^-3
Plate separation: 10 cm
Ripple wavelength: 20 cm
Source ripple: 10 %
Edge-to-mean density ratio h: 0.25 (dimensionless)
Ion collision cross-section: 1e-14 cm^2
Electron collision rate coefficient: 1e-07 cm^3/s
Gas density: 1.6094e+14 cm^-3
Ion collision frequency: 89192 s^-1
Electron collision frequency: 1.6094e+07 s^-1
Ion gyrofrequency/collision frequency: 2.7044 (ratio)
Electron gyrofrequency/collision frequency: 1092.8 (ratio)
Bohm speed: 2.6901e+05 cm/s
Floating sheath drop: 14.039 V
End-loss rate: 13450 s^-1
Cross-field ion mobility: 32529 cm^2/(V s)
Cross-field electron mobility: 91.505 cm^2/(V s)
Sheath conductance parameter G: 45427 cm^2/(V s)
Ion diffusion coefficient D_i: 1626.4 cm^2/s
Electron diffusion coefficient D_e: 274.52 cm^2/s
Insulating-plate coefficient D_a: 278.31 cm^2/s
Conducting-plate ion coefficient D*: 1063 cm^2/s
Conducting-plate electron coefficient: 276.1 cm^2/s
Nonlinear small-ripple ion coefficient: 1063 cm^2/s
D*/D_a: 3.8194 (ratio)
Short-circuit fraction G/(M+G): 0.58204 (ratio)
Density ripple: 9.9226 %
Peak cross-field ion flux: 3.3136e+11 cm^-2 s^-1
Peak cross-field electron flux: 8.6068e+10 cm^-2 s^-1
Ion/electron flux: 3.85 (ratio)
Potential ripple at density peak: -1.7188 mV
Plate current ripple at density peak: -0.061732 uA/cm^2
Sheet resistance for r=1: 2748 ohm/square
Ion coefficient at r=1: 831.69 cm^2/s
Equal-diffusion magnetic field: 154.4 G
Half-crossover insulating coefficient: 44202 cm^2/s
Half-crossover conducting coefficient: 39766 cm^2/s
Cross-field/end-loss rate: 0.78 %
Extra cross-field/end-loss rate: 0.57578 %
Upper bound Ti/Te on extra loss: 1.6667 %
Change from parallel resistance: -0.010546 %
Change from finite ripple: -0.10545 %
D* with added ion drag: 1183.8 cm^2/s
Ion gyroradius: 1.4397 mm
k times ion gyroradius: 0.045231 (dimensionless)
Coulomb/neutral electron collision rate: 0.47258 %
Bohm diffusion scale: 18750 cm^2/s
Bohm scale/D*: 17.639 (ratio)
Flux-doubling relative Te/density ripple: 0.0039992 (ratio)
Flux-doubling Te ripple: 1.1905 meV
checks complete
```
